# Why shallow slopes remove the nucleation barrier for SiGe islands: a program that tests the result

```python
"""
Claim under test: a strained film with a smooth surface energy near (001)
can form islands with no barrier, while islands limited to one facet slope
must cross a barrier whenever that facet has a positive projected excess.

Energy relative to the flat film:
    E = surface excess - K*Q,   Q = integral d2q/(2 pi)^2 |q| |h_q|^2
    K = Y*misfit^2*(1+nu)/(1-nu)   (Y: Young's modulus, nu: Poisson ratio)
For a square pyramid of base L and slope s, Q = kappa*s^2*L^3.
Gamma: facet excess energy per projected area; beta: strength of a cusp
beta*|s| in the surface energy at (001). Energies in eV, lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.interpolate import PchipInterpolator
from scipy.ndimage import label
from scipy.optimize import brentq, minimize_scalar
from scipy.signal import fftconvolve
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

# ---------- chosen round parameters ----------
young_GPa, nu, misfit = 120.0, 0.27, 0.017
gamma_SI, facet_slope, temperature = 1.0, 0.2, 873.0
base = 60.0                      # nm, final island
film_thickness = 3.0             # nm
wet_SI, wet_range = 0.3, 0.3     # J/m2 and nm, exponential wetting energy
step_height, burgers = 0.14, 0.38  # nm
substrate_ratio = 1.1            # stiffer substrate, used only for sizing

per_area = 1e-18 / const.e       # J/m2 to eV/nm2
gamma = gamma_SI * per_area
K = young_GPa * 1e9 * 1e-27 / const.e * misfit**2 * (1 + nu) / (1 - nu)
kT = const.k * temperature / const.e
Gamma = gamma * (np.sqrt(1 + facet_slope**2) - 1)


# ---------- elastic relief from finite elements ----------
def ridge_relief_ratio(max_slope, stiff_ratio=1.0, nx=64, film=0.05):
    """Computed relief of a cosine ridge pattern (wavelength 1, plane strain,
    prestress only in the film) divided by the small-slope formula."""
    amp = max_slope / (2 * np.pi)
    x = np.arange(nx + 1) / nx
    top = film + amp * np.cos(2 * np.pi * x)
    depth = -1.5 * np.linspace(1, 0, 41)**1.6
    frac = np.linspace(0, 1, 9)[1:]
    z = np.vstack([np.repeat(depth[:, None], nx + 1, axis=1),
                   frac[:, None] * top[None, :]])
    xx = np.broadcast_to(x, z.shape)
    j, i = np.meshgrid(np.arange(z.shape[0] - 1), np.arange(nx), indexing="ij")
    j, i = j.ravel(), i.ravel()
    corners = [(j, i), (j, i + 1), (j + 1, i + 1), (j + 1, i)]
    xy = np.stack([np.stack([xx[c], z[c]], axis=1) for c in corners], axis=1)
    node = np.stack([a * nx + b % nx for a, b in corners], axis=1)
    ne = len(j)
    dof = np.stack([2 * node, 2 * node + 1], axis=2).reshape(ne, 8)
    in_film = (j >= 40).astype(float)
    modulus = np.where(j >= 40, 1.0, stiff_ratio)
    D = np.array([[1 - nu, nu, 0], [nu, 1 - nu, 0], [0, 0, (1 - 2 * nu) / 2]])
    D = D / ((1 + nu) * (1 - 2 * nu))
    stiff, load = np.zeros((ne, 8, 8)), np.zeros((ne, 8))
    sx, sz = np.array([-1, 1, 1, -1]), np.array([-1, -1, 1, 1])
    g = 1 / np.sqrt(3)
    for a in (-g, g):
        for b in (-g, g):
            dN = np.array([sx * (1 + b * sz), sz * (1 + a * sx)]) / 4
            jac = np.einsum("ak,nkb->nab", dN, xy)
            det = np.linalg.det(jac)
            grad = np.linalg.inv(jac) @ dN
            B = np.zeros((ne, 3, 8))
            B[:, 0, 0::2] = grad[:, 0]
            B[:, 1, 1::2] = grad[:, 1]
            B[:, 2, 0::2] = grad[:, 1]
            B[:, 2, 1::2] = grad[:, 0]
            stiff += (B.transpose(0, 2, 1) @ (D @ B)) * (det * modulus)[:, None, None]
            load -= B[:, 0, :] * (det * in_film)[:, None]
    size = 2 * nx * z.shape[0]
    rows, cols = np.repeat(dof, 8, axis=1).ravel(), np.tile(dof, (1, 8)).ravel()
    matrix = coo_matrix((stiff.ravel(), (rows, cols)), shape=(size, size)).tocsc()
    force = np.bincount(dof.ravel(), weights=load.ravel(), minlength=size)
    free = slice(2 * nx, size)
    u = spsolve(matrix[free, free], force[free])
    return 0.5 * force[free] @ u / ((1 - nu**2) * 2 * np.pi * amp**2 / 2)


relief_small = ridge_relief_ratio(0.05)
relief_steep = ridge_relief_ratio(facet_slope)
relief_stiff = ridge_relief_ratio(0.05, substrate_ratio)
assert abs(relief_small - 1) < 0.02      # mesh and finite-slope error

# Cutoff wavelength from the computed relief and the true arc length.
phase = np.linspace(0, 2 * np.pi, 2001)
excess = simpson(np.sqrt(1 + (0.05 * np.sin(phase))**2) - 1, x=phase) / (2 * np.pi)
cutoff_fem = gamma * excess * 4 * np.pi / (relief_small * K * 0.05**2)
cutoff = np.pi * gamma / K
assert abs(cutoff_fem / cutoff - 1) < 0.02

# ---------- shape integral Q for islands of unit slope ----------
box, ngrid = 6.0, 960
dx = box / ngrid
axis = (np.arange(ngrid) - ngrid // 2) * dx
X, Y = np.meshgrid(axis, axis, indexing="ij")
wave = 2 * np.pi * np.fft.fftfreq(ngrid, dx)
qabs = np.hypot(wave[:, None], wave[None, :])


def shape_integral(h):
    return np.sum(qabs * np.abs(np.fft.fft2(h) * dx**2)**2) / box**2


def pyramid(size=1.0, x0=0.0, y0=0.0, top=0.0):
    """Unit-slope pyramid; top is the flat-top width divided by the base."""
    h = size / 2 - np.maximum(np.abs(X - x0), np.abs(Y - y0))
    return np.clip(h, 0, size * (1 - top) / 2)


kappa = shape_integral(pyramid())

# Real-space road: Q = (1/2pi) double integral of grad h . grad h' / distance.
n = 200
c = (np.arange(n) + 0.5) / n - 0.5
cx, cy = np.meshgrid(c, c, indexing="ij")
tie = np.isclose(np.abs(cx), np.abs(cy))
wx = np.where(tie, 0.5, (np.abs(cx) > np.abs(cy)).astype(float))
off = np.arange(-(n - 1), n) / n
dist = np.hypot(off[:, None], off[None, :])
dist[n - 1, n - 1] = 1.0
kernel = 1 / dist
kernel[n - 1, n - 1] = 4 * np.log(1 + np.sqrt(2)) * n
kappa_real = 0.0
for field in (-np.sign(cx) * wx, -np.sign(cy) * (1 - wx)):
    kappa_real += np.sum(field * fftconvolve(field, kernel, mode="same"))
kappa_real /= 2 * np.pi * n**4
assert abs(kappa_real / kappa - 1) < 0.015   # cell size and periodic images

# Inequality Q <= A^(3/2)/4 on random clusters of islands and pits.
rng = np.random.default_rng(4)
largest_ratio = 0.0
for trial in range(12):
    parts = []
    for centre in (-1.2, 1.2):
        h = np.zeros_like(X)
        for k in range(rng.integers(1, 5)):
            shift = rng.uniform(-0.5, 0.5, 2)
            h = np.maximum(h, pyramid(rng.uniform(0.3, 1.0), centre + shift[0], shift[1]))
        parts.append(h)
    h = parts[0] + rng.choice([-1, 1]) * parts[1]
    area = np.count_nonzero(h) * dx**2
    largest_ratio = max(largest_ratio, shape_integral(h) / area**1.5)
assert largest_ratio < 0.25

# Flat-topped pyramids: integral as a function of relative top width.
tops = np.linspace(0, 0.95, 20)
integrals = np.array([shape_integral(pyramid(top=t)) for t in tops])
assert np.all(integrals / (1 - tops**2)**1.5 < 0.25)
mesa_integral = PchipInterpolator(np.append(tops, 1.0), np.append(integrals, 0.0))
best = minimize_scalar(lambda t: -mesa_integral(t) / (1 - t**2)**1.5,
                       bounds=(0, 0.9), method="bounded")
best_top, best_coefficient = best.x, -best.fun


# ---------- island energies and passes ----------
def energy(L, s, beta=0.0):
    return (gamma * (np.sqrt(1 + s**2) - 1) + beta * s) * L**2 - kappa * K * s**2 * L**3


def lowest_pass(surface, start):
    """Lowest level that joins the start cells to any cell of negative energy."""
    goal = (surface < 0) & ~start
    assert goal.any()
    low, high = 0.0, float(surface.max())
    for k in range(34):
        level = (low + high) / 2
        regions = label(surface <= level)[0]
        joined = np.intersect1d(regions[start], regions[goal])
        if np.any(joined > 0):
            high = level
        else:
            low = level
    return high


L_c = gamma / (2 * kappa * K)
L_peak = 2 * Gamma / (3 * kappa * K * facet_slope**2)
barrier_pyramid = 4 * Gamma**3 / (27 * (kappa * K * facet_slope**2)**2)
barrier_mesa = 4 * Gamma**3 / (27 * (best_coefficient * K * facet_slope**2)**2)
barrier_bound = 64 * Gamma**3 / (27 * K**2 * facet_slope**4)

sizes = np.linspace(0, 2 * L_peak, 20001)
profile = energy(sizes, facet_slope)
assert abs(profile.max() / barrier_pyramid - 1) < 1e-5
assert abs(sizes[profile.argmax()] / L_peak - 1) < 1e-3

# Fixed slope, base and flat top both free: a pass remains.
Lg = np.linspace(0, 3.5 * L_peak, 700)[:, None]
tg = np.linspace(1, 0, 700)[None, :]
landscape = Gamma * Lg**2 * (1 - tg**2) - K * facet_slope**2 * Lg**3 * mesa_integral(tg)
start = np.zeros(landscape.shape, bool)
start[0, :] = True
start[:, 0] = True
landscape[start] = 0.0
pass_facet = lowest_pass(landscape, start)
assert abs(pass_facet / barrier_mesa - 1) < 0.02     # grid spacing
assert barrier_bound < pass_facet < barrier_pyramid * 1.001

# Slope free: no pass, and monotonic descent above the critical base only.
Lg = np.linspace(0.5 * L_c, 5 * L_c, 700)[:, None]
sg = np.linspace(0, facet_slope, 700)[None, :]
landscape = energy(Lg, sg)
start = np.zeros(landscape.shape, bool)
start[:, 0] = True
pass_smooth = lowest_pass(landscape, start)
assert pass_smooth < 1e-6 * pass_facet
slopes = np.linspace(0, facet_slope, 401)
assert np.all(np.diff(energy(1.01 * L_c, slopes)) < 0)
assert energy(0.99 * L_c, 0.01) > 0
assert base > L_c and np.all(np.diff(energy(base, slopes)) < 0)

# Best base at small given volume.
volume = 100.0
free_base = minimize_scalar(lambda L: energy(L, 6 * volume / L**3),
                            bounds=(0.7 * L_c, 4 * L_c), method="bounded",
                            options={"xatol": 1e-6})
assert abs(free_base.x / (4 * L_c / 3) - 1) < 0.005
free_slope = 6 * volume / free_base.x**3

# A weak cusp restores a pass proportional to beta squared.
beta_T = np.sqrt(gamma * kT / 2) / L_c
for beta in (beta_T, 3 * beta_T):
    sg = np.linspace(0, 6 * beta / gamma, 700)[None, :]
    pass_cusp = lowest_pass(energy(Lg, sg, beta), start)
    assert abs(pass_cusp / (2 * beta**2 * L_c**2 / gamma) - 1) < 0.02

# Flat-topped route at the final base.
mesa_tops = np.linspace(1, 0, 2001)
mesa_route = (Gamma * base**2 * (1 - mesa_tops**2)
              - K * facet_slope**2 * base**3 * mesa_integral(mesa_tops))
mesa_peak = mesa_route.max()
assert mesa_peak > barrier_bound

# ---------- size of neglected effects ----------
wet = wet_SI * per_area
threshold = wet_range * np.log(wet * gamma / (wet_range**2 * K**2))
qs = np.linspace(0, 4 * K / gamma, 4001)
for thickness, unstable in ((threshold - 0.02, False), (threshold + 0.02, True)):
    curvature = wet / wet_range**2 * np.exp(-thickness / wet_range)
    assert (np.min(gamma * qs**2 / 2 - K * qs + curvature / 2) < 0) == unstable

rho = np.linspace(0, base / 2, 2001)


def wetting_energy(s):
    u = s * (base / 2 - rho) / wet_range
    density = wet * np.exp(-film_thickness / wet_range) * (np.expm1(-u) + u)
    return simpson(density * 8 * rho, x=rho)


wet_cost = np.array([wetting_energy(s) for s in slopes])
assert np.all(wet_cost >= -1e-12)
assert np.all(np.diff(energy(base, slopes) + wet_cost) < 0)

lower_Gamma = 0.99 * gamma * np.sqrt(1 + facet_slope**2) - gamma
barrier_lower = 4 * lower_Gamma**3 / (27 * (kappa * K * facet_slope**2)**2)
zero_reduction = 1 - 1 / np.sqrt(1 + facet_slope**2)
line_factor = burgers * (1 - nu / 4) / (4 * np.pi * (1 + nu) * misfit)
h_disloc = brentq(lambda h: h - line_factor * (np.log(h / burgers) + 1), 1.0, 50.0)

# ---------- output ----------
print(f"Young's modulus = {young_GPa:.0f} GPa, Poisson ratio = {nu:.2f}")
print(f"misfit strain = {misfit:.3f}, facet slope = {facet_slope:.2f}")
print(f"surface energy = {gamma_SI:.2f} J/m2 = {gamma:.3f} eV/nm2")
print(f"temperature = {temperature:.0f} K, kT = {kT:.4f} eV")
print(f"elastic constant K = {K:.4f} eV/nm3")
print(f"facet excess Gamma = {Gamma:.4f} eV/nm2")
print(f"finite-element relief / formula, slope 0.05 = {relief_small:.4f}")
print(f"cutoff wavelength = {cutoff:.1f} nm (finite elements {cutoff_fem:.1f} nm)")
print(f"kappa, Fourier = {kappa:.4f}; real space = {kappa_real:.4f}")
print(f"largest Q/A^1.5 in random clusters = {largest_ratio:.4f} (bound 0.25)")
print(f"critical base L_c, free slope = {L_c:.1f} nm")
print(f"best base at {volume:.0f} nm3 = {free_base.x:.1f} nm, slope = {free_slope:.5f}")
print(f"energy of that small island = {free_base.fun:.4f} eV")
for s in (0.02, 0.05, 0.10, 0.15, 0.20):
    print(f"free slope, base {base:.0f} nm, slope {s:.2f}: E = {energy(base, s):.2f} eV")
for L in (10.0, 20.0, 30.0, 40.0, 50.0, 60.0):
    print(f"fixed slope, base {L:.0f} nm: E = {energy(L, facet_slope):.2f} eV")
print(f"fixed-slope pyramid: peak at base {L_peak:.1f} nm")
print(f"fixed-slope pyramid barrier = {barrier_pyramid:.2f} eV = {barrier_pyramid/kT:.0f} kT")
print(f"best flat-top width / base = {best_top:.2f}, Q/A^1.5 = {best_coefficient:.4f}")
print(f"lowest flat-topped barrier = {barrier_mesa:.2f} eV (landscape {pass_facet:.2f} eV)")
print(f"lower bound for any fixed-facet shape = {barrier_bound:.2f} eV = {barrier_bound/kT:.0f} kT")
print(f"flat-topped route at base {base:.0f} nm: peak = {mesa_peak:.1f} eV")
print(f"free-slope landscape: lowest pass = {pass_smooth:.1e} eV (search resolution)")
print(f"cusp giving a barrier of kT: beta = {beta_T:.5f} eV/nm2")
print(f"step height = {step_height:.2f} nm, matching step energy = {1000*beta_T*step_height:.2f} meV/nm")
print(f"slope at that pass = {beta_T/gamma:.5f}, base = {2*L_c:.1f} nm")
print(f"relief / formula at ridge slope 0.20 = {relief_steep:.4f}")
print(f"substrate stiffer by factor {substrate_ratio:.1f}: relief / formula = {relief_stiff:.4f}")
print(f"wetting energy = {wet_SI:.2f} J/m2, range = {wet_range:.2f} nm")
print(f"wetting threshold thickness = {threshold:.2f} nm, film = {film_thickness:.1f} nm")
print(f"wetting cost of final island = {wet_cost[-1]:.2f} eV")
print(f"facet energy 1% lower: pyramid barrier = {barrier_lower:.2f} eV")
print(f"facet energy reduction for Gamma = 0: {100*zero_reduction:.2f} %")
print(f"final island height = {facet_slope*base/2:.1f} nm, volume = {facet_slope*base**3/6:.0f} nm3")
print(f"Burgers vector = {burgers:.2f} nm, dislocation onset thickness = {h_disloc:.1f} nm")
print("PASS")
```

Printed output:

```
Young's modulus = 120 GPa, Poisson ratio = 0.27
misfit strain = 0.017, facet slope = 0.20
surface energy = 1.00 J/m2 = 6.242 eV/nm2
temperature = 873 K, kT = 0.0752 eV
elastic constant K = 0.3766 eV/nm3
facet excess Gamma = 0.1236 eV/nm2
finite-element relief / formula, slope 0.05 = 0.9949
cutoff wavelength = 52.1 nm (finite elements 52.3 nm)
kappa, Fourier = 0.1653; real space = 0.1651
largest Q/A^1.5 in random clusters = 0.1424 (bound 0.25)
critical base L_c, free slope = 50.1 nm
best base at 100 nm3 = 66.9 nm, slope = 0.00201
energy of that small island = -0.0187 eV
free slope, base 60 nm, slope 0.02: E = -0.88 eV
free slope, base 60 nm, slope 0.05: E = -5.54 eV
free slope, base 60 nm, slope 0.10: E = -22.36 eV
free slope, base 60 nm, slope 0.15: E = -51.08 eV
free slope, base 60 nm, slope 0.20: E = -92.71 eV
fixed slope, base 10 nm: E = 9.87 eV
fixed slope, base 20 nm: E = 29.53 eV
fixed slope, base 30 nm: E = 44.03 eV
fixed slope, base 40 nm: E = 38.45 eV
fixed slope, base 50 nm: E = -2.15 eV
fixed slope, base 60 nm: E = -92.71 eV
fixed-slope pyramid: peak at base 33.1 nm
fixed-slope pyramid barrier = 45.15 eV = 600 kT
best flat-top width / base = 0.46, Q/A^1.5 = 0.1745
lowest flat-topped barrier = 40.50 eV (landscape 40.50 eV)
lower bound for any fixed-facet shape = 19.73 eV = 262 kT
flat-topped route at base 60 nm: peak = 53.3 eV
free-slope landscape: lowest pass = 2.6e-09 eV (search resolution)
cusp giving a barrier of kT: beta = 0.00966 eV/nm2
step height = 0.14 nm, matching step energy = 1.35 meV/nm
slope at that pass = 0.00155, base = 100.3 nm
relief / formula at ridge slope 0.20 = 0.9681
substrate stiffer by factor 1.1: relief / formula = 0.9596
wetting energy = 0.30 J/m2, range = 0.30 nm
wetting threshold thickness = 2.05 nm, film = 3.0 nm
wetting cost of final island = 1.76 eV
facet energy 1% lower: pyramid barrier = 5.15 eV
facet energy reduction for Gamma = 0: 1.94 %
final island height = 6.0 nm, volume = 7200 nm3
Burgers vector = 0.38 nm, dislocation onset thickness = 4.5 nm
PASS
```
